\section*{Why Squaring the Central First Difference Gives a Faulty Kinetic Operator}

\section{What symmetry already decides}

Take a uniform grid $x_j=jh$ and a first-derivative stencil with real antisymmetric weights,
\begin{equation}
(Df)_j=\frac1h\sum_{m\ge1}c_m\,(f_{j+m}-f_{j-m}) .
\label{eq:D}
\end{equation}
The weights $c_m$ are pure numbers, since $h$ is the only length available. Acting on the plane wave $f_j=e^{i\theta j}$, with $\theta=kh$, the stencil multiplies it by
\begin{equation}
\frac1h\sum_m c_m\left(e^{im\theta}-e^{-im\theta}\right)=\frac{i\,s(\theta)}{h},
\qquad s(\theta)=2\sum_m c_m\sin m\theta .
\label{eq:s}
\end{equation}
Applying $D$ twice gives $(i s/h)^2=-s^2/h^2$, so the symbol of $-D^2$, meaning its eigenvalue on a plane wave, is $s(\theta)^2/h^2$.

The function $s$ is odd because the weights are antisymmetric. It has period $2\pi$ because $e^{i\theta j}$ is unchanged on the grid when $\theta$ grows by $2\pi$. Hence $s(\pi)=s(-\pi)=-s(\pi)$, and therefore $s(\pi)=0$. The operator $-D^2$ assigns zero to the most rapidly alternating function on the grid, $(-1)^j$, whatever the order of the stencil. The second derivative should assign it a value of order $1/h^2$.

For the central difference, $c_1=\tfrac12$ and $s=\sin\theta$:
\begin{equation}
(Df)_j=\frac{f_{j+1}-f_{j-1}}{2h},\qquad
-D^2\;\to\;\frac{\sin^2 kh}{h^2}.
\label{eq:wide}
\end{equation}

\section{A counter-example: four fermions in a harmonic well}

The claim to be tested is that $-\tfrac12D^2$, built from the central difference, is a sound kinetic operator because it is accurate on smooth functions. In hartree atomic units, a particle of unit mass in a well of unit frequency has $H=T+\tfrac12x^2$, with $T=-\tfrac12\,d^2/dx^2$ and levels $n+\tfrac12$. Four noninteracting spinless fermions fill the lowest four levels, with total energy
\[
0.5+1.5+2.5+3.5=8\ \text{hartree}.
\]

The grid is periodic, of length 16 bohr, with the well at its centre. The low states are negligible at the edge. Two kinetic operators are compared: the wide one, $-\tfrac12D^2$, and the compact one, $-\tfrac12L$, where
\begin{equation}
(Lf)_j=\frac{f_{j+1}-2f_j+f_{j-1}}{h^2}.
\label{eq:L}
\end{equation}
At $h=0.2$ bohr the lowest four levels, in hartree, are
\begin{align*}
\text{wide:}&\quad 0.4949,\;0.4949,\;1.4745,\;1.4745,\\
\text{compact:}&\quad 0.4987,\;1.4937,\;2.4836,\;3.4685 .
\end{align*}
The wide operator yields each of these low levels twice. The fermions fill both copies, and the total is $2(0.4949+1.4745)=3.939$ hartree. The compact total is $7.945$ hartree.

Refining the grid does not help. For $h=0.4$, $0.2$ and $0.1$ bohr the wide totals are $3.740$, $3.939$ and $3.985$ hartree, which approach 4. The compact totals are $7.773$, $7.945$ and $7.986$ hartree, which approach 8. At $h=0.1$ bohr the wide result lies $4.015$ hartree, or $109.3$ eV, below the exact total.

\section{Why a test on a smooth function passes}

Multiplying out the two applications of $D$ gives
\begin{align}
(D^2f)_j&=\frac{(Df)_{j+1}-(Df)_{j-1}}{2h}
=\frac{(f_{j+2}-f_j)-(f_j-f_{j-2})}{4h^2}\nonumber\\
&=\frac{f_{j+2}-2f_j+f_{j-2}}{(2h)^2}.
\label{eq:D2}
\end{align}
This is the compact stencil with spacing $2h$. For a general spacing $a$, Taylor expansion gives
\begin{equation}
\frac{f(x+a)-2f(x)+f(x-a)}{a^2}=f''(x)+\frac{a^2}{12}f''''(x)+O(a^4),
\label{eq:taylor}
\end{equation}
because the odd terms cancel and the fourth-order terms add to $2a^4f''''/24$. Setting $a=h$ gives the error $h^2f''''/12$ for $L$, and $a=2h$ gives $h^2f''''/3$ for $D^2$. Both are second-order accurate. For $e^{-x^2/2}$ at $x=0.3$ bohr and $h=0.1$ bohr, the errors are $0.00196$ and $0.00782$ bohr$^{-2}$, close to the expected factor of four.

So $D^2$ is a legitimate way to differentiate a given smooth function. An eigenvalue problem is different, because it searches all grid functions, including those for which the Taylor expansion is useless.

\section{The correct general statement}

\begin{enumerate}
\item For every stencil of the form \eqref{eq:D}, the symbol of $-D^2$ vanishes at $kh=\pi$ as well as at $k=0$.
\item For the central difference on an infinite grid, or on a ring with an even number $N$ of points, $-\tfrac12D^2+V$ with any local potential $V$ splits exactly into two uncoupled problems, one on the even and one on the odd points. Each is a compact discretization with spacing $2h$. In a smooth confining well, each low level therefore appears twice as $h\to0$.
\item For the squared central difference on a periodic grid in $d$ dimensions, with an even number of points along each axis, there are $2^d$ uncoupled sublattices and $2^d$ zero modes of the free operator.
\item The compact operator $-L$ has its only zero at $k=0$.
\end{enumerate}

The first item was proved in the opening section. For a stencil of finite range $s$ is continuous, so a whole band of wave numbers near $kh=\pi$ has small kinetic energy. The infinite-range weights $c_m=(-1)^{m+1}/m$ give $s=\theta$ for $|\theta|<\pi$ with a jump at $\pi$. There the zero concerns the single mode $(-1)^j$, and no such band arises.

\subsection{Decoupling and doubling}

Equation \eqref{eq:D2} connects $j$ only to $j$ and $j\pm2$. On an even ring these steps preserve the parity of $j$. A local potential multiplies $f_j$ by $V(x_j)$ and connects nothing. The Hamiltonian therefore has no element between even and odd points. Writing $g_l=f_{2l+\sigma}$, with $\sigma=0$ or $1$, turns \eqref{eq:D2} into $(g_{l+1}-2g_l+g_{l-1})/(2h)^2$, which proves the second item up to the convergence of the levels.

For that, consider a compact discretization with spacing $a$. Its kinetic energy on a plane wave is
\begin{equation}
\frac{2}{a^2}\sin^2\frac{ka}{2}=\frac{k^2}{2}-\frac{a^2k^4}{24}+O(a^4).
\end{equation}
To leading order, first-order perturbation theory shifts a level by $-a^2\langle p^4\rangle/24$, which vanishes as $a\to0$. Both sublattices thus converge to the same continuum levels.

For the oscillator, $p=i(a_+-a_-)/\sqrt2$ with raising and lowering operators $a_\pm$, so
\[
p^2|n\rangle=\tfrac12\left[(2n+1)|n\rangle-\sqrt{(n+1)(n+2)}\,|n+2\rangle-\sqrt{n(n-1)}\,|n-2\rangle\right].
\]
The squared norm of this vector is
\begin{equation}
\langle p^4\rangle_n=\tfrac14\left[(2n+1)^2+(n+1)(n+2)+n(n-1)\right]=\tfrac34(2n^2+2n+1),
\end{equation}
which equals $0.75$, $3.75$, $9.75$ and $18.75$ for $n=0,\dots,3$. The compact total, with $a=h$, is $8-33h^2/24=8-1.375h^2$. The wide total, with $a=2h$ and the two lowest levels filled twice, is $4-(4h^2/24)\times2\times4.5=4-1.5h^2$. At $h=0.1$ bohr these give $7.986$ and $3.985$ hartree, in agreement with the diagonalization.

The two copies need not be exactly degenerate, because the two sets of points sit differently in the well. The lowest pair is split by $0.168$ hartree at $h=0.8$ bohr and by $3.9\times10^{-5}$ hartree at $h=0.4$ bohr. On a free even ring the two blocks are identical and the degeneracy is exact.

\subsection{The alternating partner}

Let $S$ multiply $f_j$ by $(-1)^j$. The central difference links points of opposite parity, so $SDS=-D$ and
\begin{equation}
SD^2S=(SDS)(SDS)=D^2 .
\end{equation}
A smooth state $\phi$ and its alternating copy $S\phi$ have the same wide kinetic energy. They also have the same density, and hence the same local potential energy. When the two sublattice levels are nearly degenerate, the sum and difference of the sublattice states are, to good accuracy, a smooth state and its alternating copy.

In the compact operator, $S$ reverses the sign of the neighbour terms and leaves the diagonal $-2/h^2$ alone. Thus $SLS=-4/h^2-L$, and for $T_L=-\tfrac12L$
\begin{equation}
ST_LS=\frac{2}{h^2}-T_L .
\end{equation}
At $h=0.2$ bohr, a normalized Gaussian $\phi\propto e^{-x^2/2}$ has compact kinetic energy $0.2488$ hartree, and its alternating copy has $50-0.2488=49.7512$ hartree. The wide operator gives $0.2451$ hartree for both. The Fourier interpolant of the alternating copy has a kinetic energy of about $115$ hartree. The compact stencil is therefore inaccurate at such wave numbers too, but it keeps these states far above the low levels.

\subsection{The compact symbol}

On a plane wave, $-L$ gives
\begin{equation}
\lambda=\frac{2-2\cos\theta}{h^2}=\frac{4}{h^2}\sin^2\frac\theta2 ,
\end{equation}
which, for $-\pi<\theta\le\pi$, vanishes only at $\theta=0$. This proves the fourth item. Since $\sin^2\theta=4\sin^2\frac\theta2\left(1-\sin^2\frac\theta2\right)$, the wide symbol is $\lambda-h^2\lambda^2/4$, or in operator form
\begin{equation}
D^2=L+\frac{h^2}{4}L^2 .
\end{equation}
The extra term is small for smooth functions. At the zone boundary, where $\lambda=4/h^2$, it cancels the whole kinetic energy. At $h=0.2$ bohr the wide kinetic energy rises to $12.5$ hartree at $kh=\pi/2$ and then falls back to zero, while the compact one climbs to $50$ hartree.

\subsection{More dimensions}

The sum of the squared central differences along the axes has the symbol $-\sum_\alpha\sin^2(k_\alpha h)/h^2$. It vanishes when every $k_\alpha h$ is $0$ or $\pi$, which gives $2^d$ choices. Each hop changes one index by two, so the parity of every index is conserved, which gives $2^d$ sublattices. In two dimensions the zero modes are the constant, the stripes $(-1)^i$ and $(-1)^j$, and the checkerboard $(-1)^{i+j}$. In three dimensions there are eight.

\section{Two apparent escapes}

\textbf{An odd ring.} For odd $N$, steps of two eventually visit every point, so there is a single chain, and $\theta=\pi$ is not among the allowed values $2\pi m/N$. The nearest allowed values are $\pi\pm\pi/N$, with energy $\sin^2(\pi/N)/(2h^2)$. The true first excitation of a free particle on this ring is $(2\pi/Nh)^2/2$. The ratio is
\begin{equation}
\frac{N^2\sin^2(\pi/N)}{4\pi^2}\;\to\;\frac14\qquad(N\to\infty).
\end{equation}
For $N=81$ and $h=0.2$ bohr the spurious level lies at $0.0188$ hartree, against $0.0752$ hartree for the true one. The decoupling has gone, but the false low states remain.

\textbf{A higher-order stencil.} The fourth-order first derivative has $c_1=\tfrac{8}{12}$ and $c_2=-\tfrac1{12}$, so $s=(8\sin\theta-\sin2\theta)/6$. Its square contains steps of one, two, three and four points. The odd steps link even and odd points, so on a ring of more than four points the sublattices are connected. Near the zone boundary put $\theta=\pi+qh$. Then $\sin\theta=-\sin qh$ and $\sin2\theta=\sin2qh$, and
\begin{equation}
s=-\frac{8\sin qh+\sin2qh}{6}\approx-\frac{10}{6}\,qh=-\frac53\,qh .
\end{equation}
The kinetic energy there is $\tfrac12\cdot\tfrac{25}{9}q^2$. The smooth envelope of an alternating state thus behaves like a particle of mass $9/25$ in the same well. Its frequency is $\sqrt{25/9}=5/3$, and a false ladder $\tfrac53(n+\tfrac12)=0.833,\,2.5,\dots$ appears among the true levels. At $h=0.2$ bohr the lowest levels found are $0.4999$, $0.8253$, $1.4993$, $2.4594$ and $2.4976$ hartree. Extrapolated to $h=0$ from finer grids, they become $0.5000$, $0.8333$, $1.5000$, $2.5000$ and $2.5000$ hartree.

\section{The cure}

The opening argument assumed that the derivative is returned on the same points as the function. Place it at the midpoints instead:
\begin{equation}
(\delta f)_{j+1/2}=\frac{f_{j+1}-f_j}{h}.
\end{equation}
A second difference of the same kind returns to the original points:
\begin{equation}
\frac{(\delta f)_{j+1/2}-(\delta f)_{j-1/2}}{h}
=\frac{(f_{j+1}-f_j)-(f_j-f_{j-1})}{h^2}=(Lf)_j .
\end{equation}
On a plane wave, $\delta$ gives $(2i/h)\sin(\theta/2)$. This is odd in $\theta$ but changes sign when $\theta$ grows by $2\pi$, so symmetry no longer forces a zero at $\theta=\pi$. Labelling each midpoint by a neighbouring grid point turns the same product into a forward difference followed by a backward one. Applying this two-point difference twice, with the intermediate result on the staggered grid, therefore gives the compact operator, whose only zero is at $k=0$. The numerical check below tests this factorization, the doubling, the lowest spurious level of the odd ring and the false ladder of the fourth-order stencil.

\section*{Computed results}
\begin{verbatim}
Smooth test exp(-x^2/2), x = 0.3 bohr, h = 0.1 bohr
  error of second derivative, wide: 0.007818 bohr^-2
  error of second derivative, compact: 0.001963 bohr^-2
Box 16.0 bohr, h = 0.2 bohr, n = 80; kinetic energies in hartree
  kh/pi = 0.25: wide 6.2500, compact 7.3223, exact 7.7106
  kh/pi = 0.50: wide 12.5000, compact 25.0000, exact 30.8425
  kh/pi = 0.75: wide 6.2500, compact 42.6777, exact 69.3957
  kh/pi = 1.00: wide 0.0000, compact 50.0000, exact 123.3701
Kinetic energy (hartree): wide, compact, Fourier interpolation
  Gaussian:         0.2451, 0.2488, 0.2500
  alternating copy: 0.2451, 49.7512, 114.9892
Harmonic well, lowest six levels at h = 0.2 bohr (hartree)
  wide: 0.4949, 0.4949, 1.4745, 1.4745, 2.4331, 2.4331
  compact: 0.4987, 1.4937, 2.4836, 3.4685, 4.4481, 5.4226
  fourth-order squared: 0.4999, 0.8253, 1.4993, 2.4594, 2.4976, 3.4939
  wide, splitting of lowest pair at h = 0.8 bohr: 1.683e-01 hartree
  wide, splitting of lowest pair at h = 0.4 bohr: 3.896e-05 hartree
  fourth-order squared, extrapolated to h = 0: 0.5000, 0.8333, 1.5000, 2.5000, 2.5000
Four spinless fermions, exact total 8.0000 hartree
  h = 0.4 bohr: wide 3.73958, compact 7.77254 hartree
  h = 0.2 bohr: wide 3.93895, compact 7.94457 hartree
  h = 0.1 bohr: wide 3.98494, compact 7.98622 hartree
  wide total too low at h = 0.1 bohr by 4.01506 hartree = 109.26 eV
Odd free ring, n = 81, h = 0.2 bohr (hartree)
  wide, lowest five: 0.00000, 0.01879, 0.01879, 0.07506, 0.07506
  exact first excitation 0.07521, ratio spurious/exact 0.2499
Free periodic grids, 6 points per side
  dimension 1: wide sublattices 2, wide zero modes 2, compact zero modes 1
  dimension 2: wide sublattices 4, wide zero modes 4, compact zero modes 1
  dimension 3: wide sublattices 8, wide zero modes 8, compact zero modes 1
\end{verbatim}
